Finite-temperature noise of a quantum point contact: from Johnson–Nyquist to shot noise

**1. Result**

A phase-coherent contact joins two electron reservoirs at the same temperature T, with a fixed voltage V between them. Its eigenchannels have transmissions T_n that do not depend on energy, and each channel carries two spins. The zero-frequency current noise is

S = (4e²/h) [2kT Σ T_n² + eV coth(eV/2kT) Σ T_n(1−T_n)].  (1)

Here S is the one-sided spectral density, defined on positive frequencies:

S = 2 ∫ dt ⟨ΔI(t)ΔI(0)⟩,  ΔI = I − ⟨I⟩,  (2)

with t running from −∞ to ∞. In this convention a resistor in equilibrium has S = 4kTG, and a Poisson stream of charges e has S = 2eI.

With the conductance G, the Fano factor F and the reduced voltage u,

G = (2e²/h) Σ T_n,  F = Σ T_n(1−T_n) / Σ T_n,  u = eV/2kT,

equation (1) takes a compact form. Since eV coth u = 2kT u coth u and Σ T_n² = (1−F) Σ T_n,

S = 4kTG [1 − F + F u coth u].  (3)

The hyperbolic cotangent multiplies only the part of the noise that comes from partial transmission. The term with Σ T_n² is thermal and does not depend on V.

**2. Current operator**

The electrons are taken as non-interacting, and one spin is treated first. Let a_α(E) be the column of operators that annihilate electrons arriving from reservoir α = L, R, one entry per channel. The outgoing operators follow from the scattering matrix s:

b_α = Σ_β s_αβ a_β.

Its blocks are s_LL = r, s_RL = t, s_LR = t′ and s_RR = r′. The reservoirs are independent Fermi seas, so

⟨a_αm†(E) a_βn(E′)⟩ = δ_αβ δ_mn δ(E−E′) f_α(E),

f_α(E) = 1/(e^{(E−μ_α)/kT} + 1),  μ_L − μ_R = eV.

A plane wave normalized to δ(E−E′) has amplitude 1/√(2πħv). Its particle flux is v/(2πħv) = 1/h, whatever its velocity v. Counting flow towards the contact as positive, the current in the left lead is

I(t) = (e/h) ∫∫ dE dE′ e^{i(E−E′)t/ħ} [a_L†(E)a_L(E′) − b_L†(E)b_L(E′)].

Terms mixing incoming with outgoing waves are proportional to the difference of the two wave numbers. They vanish for E′ → E, the limit that fixes the zero-frequency noise. The sign of the carrier charge does not matter, because S is quadratic in the current.

Substituting for b_L gives

I(t) = (e/h) ∫∫ dE dE′ e^{i(E−E′)t/ħ} Σ_αβ a_α†(E) A_αβ(E,E′) a_β(E′),

A_αβ(E,E′) = δ_αL δ_βL − s_Lα†(E) s_Lβ(E′).

**3. From the correlation function to traces**

For independent fermions Wick's theorem leaves one connected pairing:

⟨a₁†a₂a₃†a₄⟩ − ⟨a₁†a₂⟩⟨a₃†a₄⟩ = ⟨a₁†a₄⟩⟨a₂a₃†⟩.

The first factor supplies f_α(E), and the second supplies 1 − f_β(E′). Therefore

⟨ΔI(t)ΔI(0)⟩ = (e/h)² ∫∫ dE dE′ e^{i(E−E′)t/ħ} Σ_αβ Tr[A_αβ(E,E′) A_βα(E′,E)] f_α(E)[1−f_β(E′)].

The time integral of the exponential is hδ(E−E′). One factor of h cancels, and definition (2) contributes a factor 2:

S(one spin) = (2e²/h) ∫ dE Σ_αβ Tr(A_αβ A_βα) f_α(1−f_β).  (4)

The order of the two current operators is immaterial here: exchanging them replaces t by −t, which leaves the integral over all times unchanged.

At equal energies unitarity gives r†r + t†t = 1 and rr† + t′t′† = 1. The matrices are then

A_LL = 1 − r†r = t†t,
A_RR = −t′†t′,
A_LR = −r†t′,
A_RL = −t′†r.

The transmissions T_n are the eigenvalues of t†t, so r†r has eigenvalues 1−T_n. The matrix rr† has the same eigenvalues as r†r, and hence t′t′† has eigenvalues T_n. The non-zero eigenvalues of t′†t′ are the same again. This gives

Tr A_LL² = Tr A_RR² = Σ T_n².

For the mixed term,

Tr(A_LR A_RL) = Tr(r†t′t′†r) = Tr[r†(1−rr†)r]
= Tr(r†r) − Tr(r†r)²
= Σ [(1−T_n) − (1−T_n)²] = Σ T_n(1−T_n).

The term with α and β exchanged has the same trace. Scattering phases have dropped out, so they may vary with energy. Equation (4) becomes

S(one spin) = (2e²/h) ∫ dE { Σ T_n² [f_L(1−f_L) + f_R(1−f_R)]
 + Σ T_n(1−T_n) [f_L(1−f_R) + f_R(1−f_L)] }.  (5)

The traces were tested on a random unitary matrix with three channels per lead at eV = 3kT. Summing (4) directly, for the current in either lead, reproduced the closed formula to better than one part in 10⁹.

The mean current follows from the same operator. Since Tr A_LL = Σ T_n and Tr A_RR = −Σ T_n, each spin carries (e/h) Σ T_n ∫(f_L−f_R)dE. The integral equals eV, as shown next, so two spins give I = GV.

**4. The thermal integrals and the origin of the coth**

Energy-independent transmissions can be taken outside the integral. Differentiating the Fermi function gives f(1−f) = −kT ∂f/∂E. Since f falls from 1 to 0,

∫ f(1−f) dE = kT.

The first bracket in (5) thus integrates to 2kT. The band edges are assumed to lie many kT away from both chemical potentials.

For the second bracket, use 1 − f_α = e^{(E−μ_α)/kT} f_α. Then

f_L(1−f_R) = f_L f_R e^{(E−μ_R)/kT},
f_R(1−f_L) = f_L f_R e^{(E−μ_L)/kT}.

Their ratio is independent of energy:

f_R(1−f_L) = e^{−eV/kT} f_L(1−f_R).  (6)

Their difference is f_L − f_R, because the products f_L f_R cancel. Its integral is eV: it vanishes for μ_L = μ_R and grows with μ_L at the rate ∫(−∂f_L/∂E)dE = 1.

Let J = ∫ f_L(1−f_R)dE. By (6), the reverse integral is e^{−2u}J. The difference condition gives

J(1 − e^{−2u}) = eV,

and the required sum is

J(1 + e^{−2u}) = eV (1 + e^{−2u})/(1 − e^{−2u}) = eV coth u.

Hence, for one spin,

S = (2e²/h) [2kT Σ T_n² + eV coth(eV/2kT) Σ T_n(1−T_n)].

The two spins fluctuate independently, so their spectral densities add. The resulting factor 2 gives (1).

The coth is therefore the ratio of the sum to the difference of forward and backward transfer weights. Equation (6) fixes their ratio by the Boltzmann factor for moving one electron through the voltage V.

**5. Limits**

**Small bias.** To the order needed,

u coth u ≈ (1 + u²/2)/(1 + u²/6) ≈ 1 + u²/3,

and (3) becomes

S ≈ 4kTG (1 + F u²/3).

At V = 0 this is the Johnson–Nyquist result. Neither F nor the individual transmissions appear, apart from their sum in G.

**Large bias.** For u ≫ 1, coth u → 1. Because 4kTG u = 2eGV = 2eI,

S → 2eIF + 4kTG(1−F).

The first term is shot noise reduced by F. The second remains as an additive thermal term. It becomes negligible relative to the first when Fu ≫ 1−F; for nearly open channels this is a much stronger condition than u ≫ 1.

**Weak transmission.** If all T_n ≪ 1, then F → 1 and, to leading order in T_n,

S = 2eI coth(eV/2kT).

This is the noise of two independent Poisson streams. With forward and backward rates Γ₊ and Γ₋, the current is e(Γ₊−Γ₋), the noise is 2e²(Γ₊+Γ₋), and Γ₋/Γ₊ = e^{−eV/kT}.

**Open channels.** If each T_n is 0 or 1, then F = 0. In this model S = 4kTG at every bias. No electron faces a random choice between transmission and reflection, but the occupations of the incoming states still fluctuate thermally.

**6. A check without scattering theory**

The charge Q transferred during a long time t has variance

Var Q = ∫₀ᵗ∫₀ᵗ dt₁ dt₂ ⟨ΔI(t₁)ΔI(t₂)⟩ ≈ t ∫ dτ ⟨ΔI(τ)ΔI(0)⟩ = tS/2.

The growth rate of this variance can be found by evolving a finite lattice in time. Two 280-site chains were prepared separately at kT = 0.05, with chemical potentials ±eV/2. They were then joined by a bond weaker than the others. Units are ħ = e = 1 with unit hopping in the chains, and one spin is counted. Since h = 2π, the predicted rate is

S/2 = (1/2π) [2kT T₁² + eV coth(eV/2kT) T₁(1−T₁)],

where T₁ is the transmission at the band centre.

For T₁ = 0.7785 and eV = 0.3, the growth between times 80 and 240 gave 0.01791, against 0.01792 from the formula. The largest difference among five cases was 0.3 % of the predicted rate, for T₁ = 0.3030 and eV = 0.3. The cause is the weak energy dependence of the lattice transmission. For a joining bond of strength w it is T(E) = 4w²(Im g)²/|1 − w²g²|², with g = (E − i√(4−E²))/2. Inserting this in (5) gives 0.011564 for that case and 0.017905 for T₁ = 0.7785 at eV = 0.3, equal to the lattice rates to the six decimals shown.

**7. Example: a filament in a resistive memory cell**

Consider a filament in its low-resistance state, with conductance near 2e²/h = 77.48 µS. The chosen values are T_n = 0.9, 0.4 and 0.1, a temperature of 300 K and a read voltage of 0.10 V. The sums are

Σ T_n = 1.40,
Σ T_n² = 0.81 + 0.16 + 0.01 = 0.98,
Σ T_n(1−T_n) = 0.09 + 0.24 + 0.09 = 0.42.

Therefore

G = 1.40 × 77.48 µS = 108.5 µS,
I = 108.5 µS × 0.10 V = 10.85 µA,
F = 0.42/1.40 = 0.30.

With kT = 25.85 meV, u = 100/(2 × 25.85) = 1.934 and u coth u = 2.017. The Johnson level is 4kTG = 1.797 × 10⁻²⁴ A²/Hz, and (3) gives

S = 1.797 × 10⁻²⁴ × (0.70 + 0.30 × 2.017)
= 2.35 × 10⁻²⁴ A²/Hz.

The square root is 1.53 pA/√Hz. Of the total, 1.26 × 10⁻²⁴ A²/Hz is the bias-independent thermal part, and 1.09 × 10⁻²⁴ A²/Hz is the coth part. The two parts are comparable, so neither the Johnson level alone nor the shot noise 2eIF = 1.04 × 10⁻²⁴ A²/Hz alone describes the noise. The large-bias form of section 5, which keeps both a shot and a thermal term, gives 2.30 × 10⁻²⁴ A²/Hz, 2 % below (1). Using 2eI coth u for this contact would give 3.62 × 10⁻²⁴ A²/Hz, about 55 % above (1).

In a rectangular band of width 100 MHz, the white noise has an rms value

√(2.35 × 10⁻²⁴ × 10⁸) A = 15.3 nA.

The read current is about 710 times larger. This ratio includes neither amplifier noise nor slow changes of the filament.

**8. What the noise says about the channels**

Solving (3) for F gives

F = (S/4kTG − 1)/(u coth u − 1).

For the example, 0.305/1.017 = 0.30, as it should be. A second contact with T_n = 1 and 0.4 has the same G, but F = 0.24/1.40 = 0.171. At the same temperature and voltage its noise is 2.11 × 10⁻²⁴ A²/Hz, 10 % lower. Noise can therefore distinguish contacts that conductance alone cannot. It still supplies only one further number, which does not generally determine three or more transmissions, nor the number of channels. Two channels with T_n = 0.7 and 0.7 have the same Σ T_n = 1.40 and Σ T_n² = 0.98 as the example, and hence the same G and S. Among three-channel sets with these sums, the largest transmission can lie anywhere from 0.70 to 0.93.

The inversion presumes that V, T and G belong to the contact itself, and it is sensitive to the effects of section 9. Applied to the external noise and total conductance with 1 kΩ in series, it returns 0.23 instead of 0.30. With reservoirs heated to 337 K but T taken as 300 K, it returns 0.40. The voltage must also be large enough. An error of 0.01 in S/4kTG shifts F by about 0.01 at 0.10 V. At 0.02 V, u = 0.387 and the denominator is only about u²/3 = 0.05, so the same error shifts F by about 0.2.

**9. Conditions and neglected effects**

**Energy dependence.** If T_n varies with energy, (5) still holds with T_n(E) inside the integral. At V = 0 the integrand reduces to 2f(1−f) Σ T_n(E), so the Johnson relation survives with the thermally averaged conductance. At finite bias, (1) is no longer exact.

As a trial, let T_n/(1−T_n) grow as e^{ηE}, with η = 3 per electronvolt and the chosen T_n at E = 0. If the chemical potentials lie symmetrically about E = 0, terms linear in energy cancel and S changes by only 0.05 %. If the whole bias lies above E = 0, the centre of the window moves up by 0.05 eV and S rises by 3.9 %. Almost all of this is the change of the T_n themselves: (1) evaluated with the transmissions at the centre of the window is accurate to 0.04 %. The inversion of section 8 then gives F = 0.29 with G = I/V, the value at the centre, but 0.35 with the zero-bias conductance. These sizes depend on η; for η = 20 per electronvolt the two changes of S are 1.1 % and 24 %.

**Temperature.** At 358 K, with the transmissions and voltage held fixed, S is 12 % larger than at 300 K.

The current can also heat the electrons. For a rough ceiling, let the full voltage drop along a diffusive conductor of length ℓ and conductivity σ, with ends at T. Its thermal conductivity is 𝓛σθ, where θ is the local electron temperature and 𝓛 = π²k²/3e². Heat balance gives

d/dx(𝓛σθ dθ/dx) + σV²/ℓ² = 0,

or d²(θ²)/dx² = −2V²/(𝓛ℓ²). With θ = T at both ends,

θ² = T² + (V²/𝓛)(x/ℓ)(1−x/ℓ).

The maximum, at the middle, is √(T² + V²/4𝓛) = 439 K. Assigning it to both reservoirs raises S by 30 %. This overestimates electron heating only if 0.10 V is the total voltage across contact and leads, for then the full voltage is used twice and the peak temperature is given to both sides. If 0.10 V lies across the contact alone and each of two equal leads drops a further V_ℓ, the same heat balance gives θ² = T² + V_ℓ(V + V_ℓ)/𝓛 at the contact. That is 337 K for 0.5 kΩ per lead; it passes 439 K near 1.9 kΩ per lead and reaches 658 K at 5 kΩ. Heating of the surrounding lattice is not included.

**Series resistance.** Let a resistor R_s = 1 kΩ at 300 K be in series with the contact resistance R = 9.22 kΩ. The contact then receives 0.0902 V. Let δi be the contact's noise current at that voltage and δv the resistor's noise voltage. The voltage around the loop is fixed, so

δI = (R δi + δv)/(R + R_s).

The sources are independent, and the noise in the external circuit is

S_ext = (R² S_contact + 4kT R_s)/(R + R_s)².

It is 15 % below the value without the resistor, at the same total voltage.

**Telegraph noise.** Suppose a defect switches the current by a step D equal to 1 % of I, or 108 nA, with a mean dwell time τ = 1 ms in each state. The variance is D²/4 and correlations decay as e^{−2|t|/τ}. Definition (2), extended to frequency f, gives

S_tel(f) = D² (2/τ)/[(2/τ)² + (2πf)²].

At low frequency this is 2.5 × 10⁶ times the white noise in (1), and the two are equal at 0.50 MHz. Its total rms value, D/2 = 54 nA, exceeds the 15.3 nA found above. The white noise must therefore be sought well above 0.5 MHz for these parameters, or in a contact without such switching.

**Frequency and charging.** At 100 MHz, hf/kT = 1.6 × 10⁻⁵, so the quantum frequency correction is negligible. For an assumed capacitance of 1 fF, the charging energy e²/2C is 0.3 % of kT, which supports the neglect of charging effects at that capacitance. A scaled cell can have far less: 10 × 10 nm² with 5 nm of oxide of permittivity 25 gives about 4 aF and e²/2C ≈ 0.7 kT. If no larger capacitance shunts such a cell, a series resistance of 1 to 10 kΩ lowers G by several per cent in a first-order estimate.

**Relation to real cells.** Conductances near 2e²/h, read voltages of roughly 0.1 V and operation from room temperature to about 358 K are reasonable for filamentary oxide cells. The individual transmissions are chosen, not measured. Real filaments can depart from every assumption in this section, and telegraph or 1/f noise is common in them. For the sizes assumed here, the white-noise level moves by up to some tens of per cent, while slow switching changes the low-frequency noise by orders of magnitude. In a high-resistance state where electrons hop between defects, transport is no longer coherent and (1) does not apply. The numerical output below includes the noise at other read voltages.

Values computed for the example and the checks

```
Lattice test (hbar = e = hopping = 1, one spin), kT = 0.05
 T=0.3030 eV=0.0 variance rate: lattice 0.004816, formula 0.004822
 T=0.3030 eV=0.3 variance rate: lattice 0.011564, formula 0.011595
 T=0.7785 eV=0.0 variance rate: lattice 0.012385, formula 0.012391
 T=0.7785 eV=0.1 variance rate: lattice 0.013243, formula 0.013250
 T=0.7785 eV=0.3 variance rate: lattice 0.017905, formula 0.017920
Transmissions: [0.9 0.4 0.1]  second set: [1.  0.4]
Temperature 300 K, kT = 25.852 meV
Read voltage 0.10 V, bandwidth 100 MHz
Conductance quantum 2e^2/h = 77.481 uS
Sum T = 1.400, sum T^2 = 0.980, sum T(1-T) = 0.420
G = 108.47 uS, R = 9.219 kohm
I = 10.847 uA
Fano factor F = 0.3000, second set 0.1714
u = 1.9341, coth u = 1.0427, u coth u = 2.0166
Noise in 1e-24 A^2/Hz at the read voltage:
 Johnson 4kTG = 1.7972
 thermal part 4kTG(1-F) = 1.2580
 coth part 2eIF coth u = 1.0873
 total S = 2.3453, quadrature 2.3453
 second set total = 2.1104
 zero-temperature shot noise 2eIF = 1.0428
 misuse of 2eI coth u = 3.6242
S/4kTG = 1.3050, second set 1.1743
F recovered from quadrature noise = 0.3000
sqrt(S) = 1.5314 pA/sqrt(Hz)
rms noise = 15.31 nA, I/rms = 708
V (V), u, S (1e-24 A^2/Hz), S/4kTG:
 0.00 0.0000 1.7972 1.0000
 0.01 0.1934 1.8039 1.0037
 0.02 0.3868 1.8238 1.0148
 0.05 0.9670 1.9556 1.0882
 0.10 1.9341 2.3453 1.3050
 0.20 3.8682 3.3454 1.8615
Neglected effects, change of S at the read voltage:
 T(E), slope 3/eV, symmetric drop: +0.047 %
 T(E), one-sided drop: +3.90 %
 electron heating to 439 K (overestimate): +29.7 %
 operation at 358 K: +12.1 %
 series 1 kohm: contact voltage 0.0902 V, S -14.9 %
Telegraph steps 1 % = 108.5 nA, dwell 1 ms
 telegraph S(0)/S = 2.51e+06
 telegraph equals S at 0.504 MHz
 telegraph/S at 100 MHz = 2.54e-05
hf/kT at 100 MHz = 1.60e-05
Charging e^2/2C over kT, C = 1 fF: 3.10e-03
```
